\section*{Silicon bands from three pseudopotential form factors: the conduction minimum}

\section*{Data and conventions}

Silicon has the diamond structure with cubic lattice constant $a=0.543$ nm. In the local empirical pseudopotential model each valence electron moves in a fixed periodic potential, the sum of identical spherical potentials $v(r)$ centred on the atoms. Spin-orbit coupling and lattice vibrations are left out. The origin is at a bond centre, so the two atoms of the primitive cell sit at $\pm\boldsymbol\tau$, $\boldsymbol\tau=a(1,1,1)/8$.

Reciprocal lattice vectors are $\mathbf G=(2\pi/a)\mathbf g$, where the integer components of $\mathbf g$ are all even or all odd. Wave vectors $\mathbf k$ are in units of $2\pi/a=11.571\ \mathrm{nm}^{-1}$, so that $X=(1,0,0)$. The kinetic unit is
\[
T_0=\frac{\hbar^2}{2m}\left(\frac{2\pi}{a}\right)^2=5.1013\ \text{eV}.
\]
The Cohen--Bergstresser form factors, labelled by $|\mathbf g|^2$, are $V_3=-0.21$ Ry, $V_8=+0.04$ Ry and $V_{11}=+0.08$ Ry, or $-2.8572$, $+0.5442$ and $+1.0885$ eV. Those for larger $|\mathbf g|^2$ are set to zero, and $V_0=0$ fixes the energy origin.

\section*{Part (a): the matrix}

\textbf{Question.} Derive the Hamiltonian matrix in plane waves. Why is no value of $V_4$ needed?

\textbf{Answer.} Write $\psi=\sum_{\mathbf g}c_{\mathbf g}e^{i(2\pi/a)(\mathbf k+\mathbf g)\cdot\mathbf r}$. The kinetic energy is diagonal, with elements $T_0|\mathbf k+\mathbf g|^2$. For a cell of volume $\Omega=a^3/4$, the Fourier coefficient of the potential is
\begin{align*}
V_{\mathbf G}&=\frac1\Omega\int_\Omega V(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r
=\frac1\Omega\sum_{\pm}e^{\mp i\mathbf G\cdot\boldsymbol\tau}\int v(r)e^{-i\mathbf G\cdot\mathbf r}d^3r\\
&=V_{|\mathbf g|^2}\cos(\mathbf G\cdot\boldsymbol\tau),\qquad
V_{|\mathbf g|^2}=\frac2\Omega\int v(r)e^{-i\mathbf G\cdot\mathbf r}d^3r .
\end{align*}
In the second step the sum over lattice cells turns the cell integral into one over all space. Since $\mathbf G\cdot\boldsymbol\tau=\pi(g_x+g_y+g_z)/4$,
\begin{equation}
H_{\mathbf g\mathbf g'}=T_0|\mathbf k+\mathbf g|^2\delta_{\mathbf g\mathbf g'}
+V_{|\mathbf d|^2}\cos\frac{\pi(d_x+d_y+d_z)}4,\quad \mathbf d=\mathbf g-\mathbf g'.
\label{H}
\end{equation}
The matrix is real because the crystal has inversion symmetry about the bond centre.

For $|\mathbf d|^2=4$ the vectors are $(\pm2,0,0)$ and its permutations. Their cosine is $\cos(\pi/2)=0$: the two atoms interfere destructively, whatever $V_4$ is. The other shells up to 11 are 3, 8 and 11, which explains the three parameters. Direct integration of the real-space potential reproduces the potential matrix to rounding error.

\section*{Part (b): convergence}

\textbf{Question.} Use the same set $|\mathbf g|^2\le N$ at every $\mathbf k$. How do the levels and the gap behave as $N$ grows? Estimate the energy error from the potential that couples kept to omitted waves.

\textbf{Answer.} The $n$th eigenvalue is the minimum, over $n$-dimensional trial spaces, of the largest energy expectation in that space. A larger basis admits more trial spaces, so no eigenvalue can rise. The gap is a difference of two eigenvalues and has no such property. In the table, $E_5$ is the fifth level at $\mathbf k=(0.85,0,0)$, $E_g$ is the indirect gap, and $k_0$ is the position of the conduction minimum on $\Gamma$--$X$, found by direct minimisation of the energy.

\begin{center}
\begin{tabular}{rrrrr}
$N$ & waves & $E_5$ (eV) & $E_g$ (eV) & $k_0$\\ \hline
12&59&11.41557&0.82690&0.85043\\
20&113&11.30596&0.82359&0.85268\\
27&169&11.27797&0.81985&0.85365\\
40&283&11.27777&0.82028&0.85366\\
51&387&11.27764&0.82022&0.85367\\
80&749&11.27763&0.82024&0.85367
\end{tabular}
\end{center}

The level falls at every step. The gap falls up to $N=27$, rises at $N=40$, and then changes by less than 0.0001 eV per step, first down and then up. With 59 waves $E_5$ is 0.138 eV too high, but the gap is only 0.007 eV too large. The valence top must therefore be about 0.13 eV too high as well, and most of the error cancels.

For the error estimate, let $c$ be a normalised eigenvector in the kept set, with energy $E$. Padded with zeros, it satisfies the kept rows of the full equation. In the omitted rows it leaves the residual
\[
R_{\mathbf g}=\sum_{\mathbf g'\ \rm kept}V_{\mathbf g\mathbf g'}c_{\mathbf g'} .
\]
Let the omitted waves acquire small amplitudes $b_{\mathbf g}$. Neglecting the potential among them, their rows read
\[
R_{\mathbf g}+(T_0|\mathbf k+\mathbf g|^2-E)\,b_{\mathbf g}\simeq0 .
\]
Projecting the kept rows on $c$, with the true energy $E+\delta E$, gives $-\delta E+\sum R_{\mathbf g}b_{\mathbf g}\simeq0$. Hence
\begin{equation}
\delta E\simeq-\sum_{\mathbf g\ \rm omitted}\frac{R_{\mathbf g}^2}{T_0|\mathbf k+\mathbf g|^2-E}.
\label{drop}
\end{equation}
The residual is of first order in the coupling and the energy error of second order.

For $N=51$, at the conduction minimum, the norm of $R$ is 0.0602 eV. The root-mean-square residual of the Schr\"odinger equation, evaluated by finite differences in real space, has the same value. The kinetic cutoff is $51T_0=260$ eV, so the size of the error should be $(0.0602)^2/260\simeq1.4\times10^{-5}$ eV. The full sum \eqref{drop} gives a lowering of $1.40\times10^{-5}$ eV, and diagonalisation with 1243 waves gives $1.41\times10^{-5}$ eV. A wave function with a residual of 60 meV thus has an energy good to about 0.01 meV. The set $N=51$ is used below unless stated otherwise.

\section*{Part (c): the conduction minimum}

\textbf{Question.} Identify the band edges. Derive a condition for a stationary point on $\Gamma$--$X$ that needs no numerical differentiation, and locate the minimum.

\textbf{Answer.} The cell has two atoms with four valence electrons each. With two spin states per level, eight electrons fill four bands, and the lowest conduction band is the fifth. At $\Gamma$ levels 2 to 4 are degenerate and form the valence top.

For a normalised real eigenvector, $E=c^THc$. Differentiation with respect to $k$ along the line gives
\[
\frac{dE}{dk}=c^T\frac{dH}{dk}c+2E\,c^T\frac{dc}{dk}
=c^T\frac{dH}{dk}c ,
\]
since $c^Tc=1$ implies $c^Tdc/dk=0$. With a fixed set of $\mathbf g$, only the kinetic term of \eqref{H} depends on $k$. The condition is therefore
\begin{equation}
\frac{dE}{dk}=2T_0\sum_{\mathbf g}c_{\mathbf g}^2\,(k+g_x)=0 .
\label{slope}
\end{equation}
It says that the mean velocity vanishes. If the set changed with $k$, the energy could jump when waves entered or left, and \eqref{slope} would miss such jumps.

The root for band 5 is
\[
k_0=0.854\ (2\pi/a)=9.88\ \mathrm{nm}^{-1},\qquad E_g=0.820\ \text{eV}.
\]
Direct minimisation of the energy gives the same position. Measured from the valence top, the conduction band lies at 3.424 eV at $\Gamma$, 0.949 eV at $X$ and 1.876 eV at $L$.

A search on one line cannot show that this is the lowest conduction state in the whole zone. A mesh of step 0.1 over the irreducible wedge, with 169 waves, has its lowest conduction point at $(0.9,0,0)$, the mesh point on the line nearest to $k_0$. Its highest valence point is $\Gamma$. To the resolution of this mesh the gap is indirect, with the conduction edge on $\Gamma$--$X$. Cubic symmetry then gives six equivalent minima.

\section*{Part (d): the role of the zone boundary}

\textbf{Question.} Let $I$ be inversion about the bond centre and $B$ the twofold rotation about the $y$ direction through the atom at $\boldsymbol\tau$. Use them to find the form of the band near $X$. Estimate the position and depth of the minimum from properties at $X$ alone.

\textbf{Answer.} With lengths in units of $a$,
\[
(I\psi)(\mathbf r)=\psi(-\mathbf r),\qquad
(B\psi)(x,y,z)=\psi(\tfrac14-x,\,y,\,\tfrac14-z).
\]
Both are symmetries of the crystal. Both take $X$ to $-X$, which is equivalent to $X$ because $(2,0,0)$ is a reciprocal lattice vector. Applied in the two orders they give
\begin{align*}
(IB\psi)(\mathbf r)&=\psi(\tfrac14+x,\,-y,\,\tfrac14+z),\\
(BI\psi)(\mathbf r)&=\psi(x-\tfrac14,\,-y,\,z-\tfrac14).
\end{align*}
The arguments differ by the lattice vector $(\tfrac12,0,\tfrac12)$. For a Bloch state at $X$ this shift gives the factor $e^{2\pi i\cdot1/2}=-1$, so $IB=-BI$. If $I\psi=p\psi$ with $p=\pm1$, then $I(B\psi)=-p\,B\psi$. The states $\psi$ and $B\psi$ have the same energy and opposite parity, so they are orthogonal. Levels at $X$ therefore come in degenerate pairs.

Move a distance $q$ from $X$ towards $\Gamma$, so that $k=1-q$. The term of $H$ linear in $q$ is $-qw$, with $w=2T_0(k+g_x)$ taken at $X$. This operator is proportional to the momentum $p_x$ and is odd under inversion. Its diagonal elements vanish in a pair of definite parity; its off-diagonal element $s$ need not. Its eigenvalues are then $\pm s$.

The second-order term is even under inversion and so has no off-diagonal element. The rotation $B$ exchanges the two states and leaves $q^2$ terms unchanged, so the two diagonal elements are equal. With a dimensionless curvature $\mu$,
\begin{equation}
E_\pm=E_X\pm sq+\mu T_0q^2+O(q^3).
\label{X}
\end{equation}
For $s>0$ the lower branch falls linearly on leaving $X$. It cannot have its minimum there. This differs from a nondegenerate band at an inversion-symmetric point, whose slope must vanish.

The quadratic form has its minimum where $-s+2\mu T_0q=0$:
\[
q_0=\frac{s}{2\mu T_0},\qquad E_X-E_{\min}=\frac{s^2}{4\mu T_0}.
\]
In a basis centred on $X$, which keeps the pair degenerate, the calculation gives $s=1.778$ eV per unit of $k$ and $\mu=1.236$. Thus
\[
q_0=\frac{1.778}{2(1.236)(5.101)}=0.141,\qquad
E_X-E_{\min}=\frac{(1.778)^2}{4(1.236)(5.101)}=0.125\ \text{eV}.
\]
The estimate $k_0\simeq0.859$ compares with 0.854 from part (c), and the depth with 0.128 eV. The small differences come from the terms beyond $q^2$. If $s$ tended to zero at fixed $\mu>0$, the minimum would move to $X$ and its depth would vanish as $s^2$.

\section*{Part (e): effective masses}

\textbf{Question.} Derive the masses at the minimum from the states at $k_0$, and interpret their difference.

\textbf{Answer.} Displace the wave vector by $\delta$ along direction $i$. With the eigenvectors at $k_0$ as basis, \eqref{H} becomes
\[
H(\mathbf k_0+\delta\,\mathbf e_i)=H(\mathbf k_0)+\delta\,w_i+T_0\delta^2,\qquad
w_i=2T_0(\mathbf k_0+\mathbf g)_i .
\]
The first-order shift vanishes at the minimum. To second order,
\[
E=E_c+T_0\delta^2+\delta^2\sum_{n\ne c}\frac{|\langle n|w_i|c\rangle|^2}{E_c-E_n}.
\]
Comparison with $E_c+(m/m_i)T_0\delta^2$ gives
\begin{equation}
\frac m{m_i}=1+\frac1{T_0}\sum_{n\ne c}\frac{|\langle n|w_i|c\rangle|^2}{E_c-E_n}.
\end{equation}
States below the conduction band make the mass lighter, and states above make it heavier. The results are
\[
m_l=0.873\,m\ \text{(along the line)},\qquad m_t=0.184\,m\ \text{(across it)}.
\]
Curvatures from finite differences agree within 1\%.

The inverse masses are $m/m_l=1.15$ and $m/m_t=5.42$, so the sums contribute $+0.15$ and $+4.42$. Along the line the net contribution is small, so the mass is close to the free-electron value. Across it, coupling to lower states clearly outweighs coupling to higher ones. Close to the minimum, the surfaces of constant energy are ellipsoids elongated along $\Gamma$--$X$, with axis ratio $\sqrt{m_l/m_t}\simeq2.2$.

\section*{Part (f): what the gap is worth}

\textbf{Question.} How does the gap respond to a small change of each form factor? Use the result to judge rounding and thermal motion of the atoms, and size the other main omissions.

\textbf{Answer.} Let $S_n$ be the part of the matrix \eqref{H} that multiplies $V_n$. A change of $V_n$ moves $k_0$, but $dE/dk=0$ there, so this has no first-order effect on the energy. The perturbation has full crystal symmetry and shifts the three valence-top states equally. Hence
\[
\frac{\partial E_g}{\partial V_n}=c_c^TS_nc_c-c_v^TS_nc_v=
\begin{cases}-1.725&n=3\\+0.659&n=8\\+1.937&n=11,\end{cases}
\]
where $c_c$ and $c_v$ are the conduction-edge and valence-top vectors. Gaps recomputed with altered form factors confirm these values.

\emph{Rounding.} Half a unit in the last quoted digit is 0.005 Ry, or 0.068 eV. It moves the gap by $0.117$, $0.045$ and $0.132$ eV for the three form factors in turn. If all act in the same sense, the linear estimate is 0.29 eV. The plane-wave error is smaller by four orders of magnitude, so further digits from a larger basis describe the model and not silicon.

\emph{Thermal motion.} For a Gaussian displacement of variance $u^2$ per direction, the average of $e^{i\mathbf G\cdot\mathbf u}$ is $e^{-G^2u^2/2}$. Take the rough value $u^2=0.006$ \AA$^2$ at 300 K. The form factors shrink by 1.2\%, 3.2\% and 4.3\%, and the linear response is
\[
\delta E_g\simeq(-1.725)(0.034)+(0.659)(-0.017)+(1.937)(-0.047)=-0.16\ \text{eV}.
\]
Full recalculation also gives $-0.16$ eV, with $k_0=0.856$. This is a change from a static lattice, and includes zero-point motion. It is one part of the electron-phonon shift; virtual phonon processes are missing. Form factors fitted to measured spectra may already absorb some of it, so it should not simply be added.

\emph{Spin-orbit coupling.} In a threefold level with orbital momentum one, $\lambda\mathbf L\cdot\mathbf S$ has eigenvalues $\lambda/2$ and $-\lambda$. The splitting is $\Delta=3\lambda/2$ and the top rises by $\Delta/3$. For a rough $\Delta=0.04$ eV the gap falls by 0.013 eV, if the conduction edge is held fixed.

\emph{Nonlocality.} A real ion core acts differently on $s$ and $p$ waves. As a probe, let a repulsion $A=0.1$ Ry act within $R=0.1$ nm of each atom on the $s$ component alone. The $s$ component of a plane wave of wave number $K$ is $j_0(Kr)=\sin(Kr)/(Kr)$, so the added matrix element is
\[
\frac{2\cos[(\mathbf G-\mathbf G')\cdot\boldsymbol\tau]}{\Omega}\,4\pi A\int_0^R j_0(Kr)j_0(K'r)\,r^2dr .
\]
The valence top is an irreducible triplet under the tetrahedral symmetry about an atom, whereas an $s$ function is invariant. The triplet thus has no $s$ component and does not move. The conduction edge rises, and the gap grows by 0.13 eV at fixed local form factors. The strength is a round trial value; a refit of the local part would change the net effect.

\emph{Comparison with real silicon.} The measured gap at room temperature is roughly 1.1 eV, and the masses are roughly 0.9 and 0.2 $m$. The model thus gives reasonable masses but a gap about 0.3 eV too small. In a device calculation with fixed band densities of states, the intrinsic carrier density varies as $e^{-E_g/2k_BT}$. At 300 K, $k_BT=0.02585$ eV, and an error of 0.28 eV changes that density by $e^{0.28/0.0517}$, a factor of a few hundred. The gap should then be taken from measurement. Devices also break the static-lattice assumption, whose Debye--Waller part alone was sized above at 0.16 eV.

\emph{Use of a single parabolic valley.} For nondegenerate electrons, equipartition along the line gives $T_0(m/m_l)\langle\delta^2\rangle=k_BT/2$, so
\[
\delta_{\rm rms}=\sqrt{\frac{(0.873)(0.02585)}{2(5.101)}}=0.047 .
\]
The distance to $X$ is 0.146, about three times larger, and the barrier there is about $5k_BT$. Most electrons at 300 K therefore stay near the minimum. This estimate concerns the direction along the line, where the parabola holds to within 3\% up to $4k_BT$. Across the line it fails sooner, and by an amount that depends on direction. At the wave vectors where the parabola gives $2k_BT$ and $4k_BT$, the band lies about 7\% and 14\% lower along $[011]$, but less than 2\% lower along $[010]$. Nonparabolic corrections thus enter well below the energy at $X$. A single valley no longer suffices for electrons hot or degenerate enough to reach the energy of the crossing at $X$. There the valley meets the one at $-k_0$, shifted by the reciprocal lattice vector $(2,0,0)$. The values behind these estimates are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
lattice constant a = 0.543 nm
2 pi/a = 11.5712 1/nm;  T0 = 5.1013 eV
V(3) = -0.21 Ry = -2.8572 eV
V(8) = +0.04 Ry = +0.5442 eV
V(11) = +0.08 Ry = +1.0885 eV
largest matrix-element error vs quadrature = 1.2e-15 eV
cutoff |g|^2, plane waves, E5(0.85) eV (V(0)=0), gap eV, k_min 2pi/a
  12    59   11.41557   0.82690   0.85043
  20   113   11.30596   0.82359   0.85268
  27   169   11.27797   0.81985   0.85365
  40   283   11.27777   0.82028   0.85366
  51   387   11.27764   0.82022   0.85367
  80   749   11.27763   0.82024   0.85367
working cutoff |g|^2 = 51, plane waves = 387
working kinetic cutoff = 260.2 eV
rms Schroedinger residual at minimum = 0.06023 eV
coupling to omitted plane waves = 0.06023 eV
energy error at minimum: predicted 1.40e-05 eV, found 1.41e-05 eV (1243 waves)
valence top with V(0)=0: 10.4573 eV
k_min = 0.8537 (2 pi/a) = 9.878 1/nm
indirect gap = 0.8202 eV
lowest direct gap at Gamma = 3.4244 eV
conduction at X above valence top = 0.9486 eV
minimum below X by 0.1284 eV
conduction at L above valence top = 1.8760 eV
coarse-mesh lowest conduction point (2 pi/a): [0.9, 0.0, 0.0]
slope s at X = 1.7778 eV per (2 pi/a)
m/M from mean curvature at X = 1.2358
quadratic estimate of k_min from X = 0.8590 (2 pi/a)
longitudinal mass = 0.8733 m_e
transverse mass = 0.1844 m_e
d gap/d V(3) = -1.7248 eV/eV; 0.005 Ry shifts gap by 0.1173 eV
d gap/d V(8) = +0.6594 eV/eV; 0.005 Ry shifts gap by 0.0449 eV
d gap/d V(11) = +1.9370 eV/eV; 0.005 Ry shifts gap by 0.1318 eV
sum of rounding magnitudes = 0.2940 eV
rough spin-orbit splitting = 0.04 eV; gap change = -0.0133 eV
rough u^2 at 300 K = 0.006 angstrom^2 per direction
Debye-Waller: gap change = -0.1614 eV, k_min = 0.8557 (2 pi/a)
trial s-well = 0.10 Ry, radius = 0.10 nm
s-well: gap change = +0.1315 eV, k_min = 0.8560 (2 pi/a)
kT at 300 K = 0.02585 eV
thermal rms k spread along line = 0.0470 (2 pi/a)
distance from minimum to X = 0.1463 (2 pi/a)
\end{verbatim}
